Ring Polymers and Nuclear Kinetic Energy at Finite Temperature

Q: You want nuclear quantum effects in hafnia, where oxygen displacements reverse the polarization, from a simulation of classical beads and springs. A learned potential supplies energies and forces, but quantum statistics needs an operator exponential. Where would beads come from?

A: From splitting that exponential. Take one coordinate x of mass m on one Born–Oppenheimer surface V, with the electrons in their ground state:

H = T + V(x), T = p²/(2m), β = 1/(k_B T_abs), Z = Tr e^{−βH}.

T is the kinetic energy operator and T_abs the temperature. I assume that V is smooth, bounded below and independent of m, and that ∫ e^{−βV} dx is finite. T and V do not commute, so I divide β into P slices, ε = β/P, and replace each factor e^{−εH} by

e^{−εV/2} e^{−εT} e^{−εV/2}.

In the trace of P such factors, neighbouring half-factors of V merge:

Z_P = Tr[(e^{−εT} e^{−εV})^P].

Q: That still contains the operator T. Show me a spring.

A: Take the position matrix element of e^{−εT}, insert momentum states and write d = x − x′:

⟨x|e^{−εT}|x′⟩ = ∫ dp/(2πħ) exp[ipd/ħ − εp²/(2m)].

Completing the square gives

ipd/ħ − εp²/(2m) = −(ε/2m)[p − imd/(εħ)]² − md²/(2εħ²).

The shifted Gaussian integrates to √(2πm/ε), because the integrand is analytic and decays at large |p|, so the contour may be moved. Dividing by 2πħ,

⟨x|e^{−εT}|x′⟩ = √[m/(2πεħ²)] exp[−md²/(2εħ²)].

With ε = β/P the exponent is −β·½mω_P²d², where

ω_P = √P/(βħ).

That is the Boltzmann factor of a harmonic spring. It comes from the kinetic operator alone.

Q: And the ring?

A: Insert a complete set of positions between the factors. V is diagonal there, so each bead contributes e^{−βV(x_k)/P}. The trace makes the last position equal to the first, x_{P+1} = x_1. Hence

Z_P = [mP/(2πβħ²)]^{P/2} ∫ dx_1…dx_P e^{−βW},

W = S + (1/P) Σ_k V(x_k),

S = Σ_k ½mω_P²(x_k − x_{k+1})².

For P = 1 the bead is tied to itself, S = 0, and Z_1 = √[m/(2πβħ²)] ∫ e^{−βV} dx, the classical partition function with its momentum integral done.

Q: You replaced e^{−βH} by something else. Why does the trace converge to Z?

A: The Trotter product formula gives convergence of the operators, but a trace needs a bound as well. Since the exponential is convex, Jensen's inequality gives

exp[−(β/P) Σ_k V(x_k)] ≤ (1/P) Σ_k e^{−βV(x_k)}.

Integrate both sides with the spring weight. On the right, integrating out all beads except x_k composes free propagators into √[m/(2πβħ²)], so every term gives Z_1. Thus Z_P ≤ Z_1, which is finite. As P grows, the bead sums become integrals along continuous closed paths. The bounding functions converge too, and their integral stays equal to Z_1. Dominated convergence, in the form that allows a convergent sequence of bounds, then lets the limit pass inside the integral, so Z_P → Z.

Q: So the mean spring energy is the nuclear kinetic energy.

A: No. The kinetic energy follows from the mass dependence of Z. Since T is proportional to 1/m, m ∂T/∂m = −T, and the cyclic property of the trace gives

m ∂Z/∂m = β Tr(T e^{−βH}), so ⟨T⟩ = (m/β) ∂ln Z/∂m.

Apply the same derivative to Z_P. The prefactor contributes P/2. In the exponent S is proportional to m, because ω_P contains no mass, so it contributes −β⟨S⟩_P, where ⟨…⟩_P is the average with weight e^{−βW}. Therefore

⟨T⟩_P = P/(2β) − ⟨S⟩_P.

The kinetic energy is the amount by which the mean spring energy falls short of P/(2β).

Q: At finite P, is that a real kinetic energy or just a derivative that you have named so?

A: It is the operator T averaged with the split exponential, with T placed next to a factor e^{−εT}. The placement matters at finite P: averaging T with the P-th power of the symmetric product gives a different number (11.40 against 11.31 meV at P = 32 in the double well below), and the two agree only as P grows. From m ∂e^{−εT}/∂m = εT e^{−εT}, and since all P factors contribute equally under the trace,

(m/β) ∂ln Z_P/∂m = Tr[T (e^{−εT} e^{−εV})^P]/Z_P.

The factor Pε/β equals one. Passing to ⟨T⟩ as P → ∞ also requires the limit and the mass derivative to be interchangeable, which I assume for the smooth confining potentials used here.

Q: The minus sign bothers me. Stiffer springs should mean more energy.

A: Consider a free particle in a large box. S is quadratic in the bead positions and unchanged when the whole ring moves, so it has P − 1 internal modes. Each carries 1/(2β), hence

⟨S⟩_P = (P − 1)/(2β), ⟨T⟩_P = 1/(2β).

That is the classical value for one coordinate, as it should be. Now add a potential. There are P equivalent links, so ⟨S⟩_P = P·½mω_P²⟨d²⟩_P. Solving for the link length,

⟨d²⟩_P = 2⟨S⟩_P/(Pmω_P²) = [βħ²/(mP)] [1 − 2β⟨T⟩_P/P].

A larger kinetic energy means shorter links at given m, β and P. Confinement pulls neighbouring beads together and raises the momentum spread. The minus sign expresses this: at given m, β and P, the shorter the links, the larger the kinetic energy.

Q: My molecular dynamics code gives the beads momenta. Why not read the kinetic energy from those?

A: Those momenta are added for sampling. They multiply the integrand by independent Gaussians, which integrate to a constant. Sampled at temperature T_abs, their mean kinetic energy is P/(2β) whatever V is and whatever masses they are given. So they supply the first term of the formula and carry no information about confinement. That information is in ⟨S⟩_P.

Q: Then I subtract two numbers that both grow with P. Isn't that noisy?

A: It is. For the free ring, each internal mode contributes an independent energy of variance 1/(2β²), so

Var S = (P − 1)/(2β²).

A smooth potential changes mainly the slow modes, so at large P each added bead should still add about 1/(2β²). The standard deviation of the estimator then grows as √P while its mean settles down.

Q: Is there a form without that cancellation?

A: Yes, by integrating by parts about the centroid x_c = (1/P) Σ_k x_k. For a confining potential the boundary terms vanish:

0 = ∫ dx_1…dx_P Σ_k ∂/∂x_k [(x_k − x_c) e^{−βW}].

Since ∂(x_k − x_c)/∂x_k = 1 − 1/P, the sum of these derivatives is P − 1, and

P − 1 = β⟨Σ_k (x_k − x_c) ∂W/∂x_k⟩_P.

For the spring part, Σ_k x_k ∂S/∂x_k = 2S because S is homogeneous of degree two, and Σ_k ∂S/∂x_k = 0 because S is unchanged by translation. So

P − 1 = 2β⟨S⟩_P + (β/P)⟨Σ_k (x_k − x_c)V′(x_k)⟩_P.

Solve for ⟨S⟩_P and insert it in the spring formula:

⟨T⟩_P = 1/(2β) + [1/(2P)] ⟨Σ_k (x_k − x_c)V′(x_k)⟩_P.

This is the centroid virial estimator. The classical part stands alone and the quantum part comes from forces. With a learned potential, V′ must be the gradient of the same learned energy that weights the beads, otherwise the integration by parts fails. The result then belongs to the learned surface, with that surface's errors.

Q: How many beads are enough?

A: Expand the split factor for smooth V. Put A = −εV and B = −εT. The product e^{A/2}e^{B}e^{A/2} turns into its inverse when ε changes sign, so its logarithm is odd in ε: A + B + R + O(ε⁵), with R of third order. The third-order terms of the product have these coefficients:

AAB and BAA: 1/8; ABA: 1/4; ABB and BBA: 1/4; BAB: 0; AAA and BBB: 1/6.

Subtracting (A + B)³/6, in which every ordering has coefficient 1/6, leaves

R = −(AAB − 2ABA + BAA)/24 + (BBA − 2BAB + ABB)/12
  = −[A,[A,B]]/24 + [B,[B,A]]/12.

So each slice is exp[−ε(H + ε²C)] to this order, with

C = −[V,[V,T]]/24 + [T,[T,V]]/12.

To first order in C, ln Z_P = ln Z − βε²⟨C⟩. Let X = [T,V]. Then [V,[V,T]] = −[V,X]. A thermal average of a commutator with H vanishes, so ⟨[T,X]⟩ = −⟨[V,X]⟩. Hence

⟨C⟩ = ⟨[V,X]⟩/24 − ⟨[V,X]⟩/12 = −⟨[V,X]⟩/24.

With X = −(iħ/2m)(pV′ + V′p) and [V,p] = iħV′, one finds [V,X] = ħ²V′²/m. The result is

ln Z_P − ln Z = β³ħ²⟨V′²⟩/(24mP²) + O(P⁻⁴).

Strong forces, light nuclei and low temperature all demand more beads. The expansion is not justified for a potential with a hard wall or a kink.

Q: Give me a case where I can see the failure at small P.

A: Take V = ½mω²x². A Fourier transform over the bead index diagonalizes W. Mode k has W = ½mλ_k q_k², with

λ_k = 4ω_P² sin²(πk/P) + ω²/P, k = 0, …, P − 1.

Each Gaussian integral gives √[2π/(βmλ_k)]. Combined with one factor √[mP/(2πβħ²)] from the prefactor, it becomes

[4 sin²(πk/P) + (βħω/P)²]^{−1/2}.

Define sinh a = βħω/(2P). The bracket is then

4 sin²(πk/P) + 4 sinh²a = |e^{a} − e^{−a}e^{2πik/P}|².

The product over k of (e^{a} − e^{−a}e^{2πik/P}) is e^{Pa} − e^{−Pa}, since the phases are the P-th roots of unity. Therefore

Z_P = 1/[2 sinh(Pa)].

As P → ∞, Pa → βħω/2 and the oscillator partition function appears. For the kinetic energy, keep the force constant mω² fixed. Then ω varies as m^{−1/2}, and m ∂a/∂m = −½ tanh a. So

⟨T⟩_P = (P/2β) tanh a coth(Pa) = (ħω/4) coth(Pa)/cosh a.

For many beads this is (ħω/4) coth(βħω/2). It tends to 1/(2β) at high temperature and to ħω/4, half the zero-point energy, at low temperature. But cool at fixed P and a becomes large, tanh a → 1, and ⟨T⟩_P → P/(2β), which goes to zero. The zero-point motion is lost. P must be large compared with βħω.

Q: Oscillators are easy. Try something that looks like switching.

A: Use a double well,

V(x) = B[(x/a₀)² − 1]², B = 100 meV, a₀ = 0.30 Å, m = 16 u.

The mass is that of oxygen. The barrier and width are round model values, not fitted to hafnia. I diagonalized H in a basis of sinc functions on 321 points between −0.8 and 0.8 Å. The lowest four levels are 23.308, 23.314, 65.89 and 66.40 meV, two tunnelling doublets well below the barrier top. A fifth level, at 97.0 meV, lies just under it. At 100 K, k_B T_abs = 8.617 meV, so the lower doublet dominates. Summing over levels gives

⟨T⟩ = 11.35 meV (1.096 kJ/mol).

The classical value is 8.617/2 = 4.31 meV.

Q: And the beads?

A: I evaluated the bead integrals on the same grid. The weight of one link is a matrix in its two end positions, and the ring is the trace of its P-th power. For ⟨S⟩_P, one link matrix is multiplied by its spring energy. At 100 K, with energies in meV:

P     Z_P/Z    ⟨S⟩_P    ⟨T⟩_P
1     2.704     0.00     4.31
4     1.190     7.75     9.48
8     1.052    23.71    10.76
32    1.003   126.56    11.31
128   1.000   540.16    11.35

The spring energy keeps growing while the kinetic energy converges. For P = 32,

P/(2β) = 16 × 8.6173 = 137.877 meV,
⟨T⟩_P = 137.877 − 126.565 ≈ 11.31 meV.

The virial formula, evaluated with the same matrices, gives 11.31 meV as well.

Q: Are the links really shorter?

A: At P = 32 the free propagator has width √[βħ²/(mP)] = 0.03078 Å. The predicted factor for the squared length is

1 − 2 × 11.313/(32 × 8.6173) = 0.918,

so the root-mean-square link is 0.03078 × √0.918 = 0.0295 Å. A 4% shortening carries the whole kinetic energy. Even the free closed ring has some shortening, by the factor 1 − 1/32 = 0.969 in the square. The rest is confinement.

Q: Does your error formula survive the double well?

A: The level sum gives ⟨V′²⟩ = 2.021 × 10⁵ meV²/Å². From the free width, βħ²/m = 32 × 0.03078² = 0.03032 Å². Then

ln Z_P − ln Z ≈ 0.03032 × 2.021 × 10⁵/(8.617² × 24 × 32²) = 0.00336.

The bead integral gives 0.00334. The error in ⟨T⟩_P also falls as P⁻²: from 64 to 128 beads it shrinks by a factor of 3.99.

Q: And the noise?

A: The standard deviation of S is 47.29 meV for 64 beads and 67.92 meV for 128. The variance grows per added bead by

(67.92² − 47.29²)/64 ≈ 37.1 meV²,

and 1/(2β²) = 8.617²/2 = 37.1 meV². For 128 beads, a single configuration has a spread about six times the kinetic energy sought.

Q: A capacitor works near room temperature. Does any of this matter there?

A: In this model at 300 K the level sum gives 15.87 meV against a classical 12.93 meV, an excess of 23%. At 100 K the quantum value is 2.6 times the classical one. Eight beads give 15.79 meV at 300 K, within 0.5% of the level sum, whereas at 100 K they fall short by 5%. Both percentages belong to this well, whose harmonic quantum is ħω = 48 meV. Stiffer vibrations, which a real oxide also has, give a larger excess and need more beads: for a harmonic mode of 95 meV at 300 K the excess is 93% and eight beads fall short by 2.4%. These are equilibrium averages. They do not give a switching rate or a coercive field.

Q: A crystal has many atoms of different mass. Do their springs mix?

A: No. The kinetic operator is a sum over Cartesian coordinates i, so its propagator is a product. Each coordinate has its own prefactor and springs of constant m_iω_P², and V couples coordinates at the same bead index. Differentiating with respect to m_i alone gives

⟨T_i⟩_P = P/(2β) − ⟨S_i⟩_P.

As an example, couple masses of 16 and 178 u harmonically, with diagonal force constants of 9000 meV/Å² and an off-diagonal one of −4000 meV/Å². At 100 K the Gaussian bead integral with P = 256 gives 12.18 and 5.23 meV. The quantum normal modes give the same values to these digits, through

⟨T_i⟩ = Σ_s e_{is}² (ħω_s/4) coth(βħω_s/2),

where e_{is} is the component of normalized mass-weighted mode s on coordinate i. The heavy coordinate is much closer to the classical 4.31 meV.

Q: What would make the ring itself the wrong representation?

A: Exchange of identical nuclei. The trace would then include permuted end points, and rings could join into longer ones. I treated the nuclei as distinguishable, which is sound when they stay near separate lattice sites and their paths do not exchange. The other limit is the single surface V: if electronic excitations matter, one potential per bead no longer describes the system.
